# Becke–Roussel Exchange in the Uniform Electron Gas as a Function of γ: test program

```python
"""
Becke-Roussel (BR) exchange of the uniform electron gas against Dirac exchange.

Result under test: E_BR / E_Dirac = R, independent of density, with
  gamma(x) = (5/6) (4/(3 pi))^(2/3) exp(2x/3) (2-x)/x,       0 < x < 2
  R(x) = (2 pi/3) (4/(3 pi))^(1/3) exp(x/3) [1-exp(-x)(1+x/2)]/x
R is close to 1 at gamma = 0.8 and clearly below 1 at gamma = 1.

Symbols (atomic units unless a printed label says otherwise):
  n_spin  density of one spin;  k = (6 pi^2 n_spin)^(1/3)  Fermi wavenumber
  a, b    decay constant and displacement of the model hole;  x = a b
  h(s)    positive magnitude of the spherically averaged exchange hole
  Q       coefficient of s^2 in h(s);  tau = sum |grad psi|^2 (no factor 1/2)
  U       potential of the hole at the reference electron (energy = U/2)
"""
import math
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, root
from scipy.special import spherical_jn

BOHR = physical_constants["Bohr radius"][0] * 1e10           # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]      # eV
PI = math.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)


# ---------- derived formulas ----------
def fermi_k(n_spin):
    return (6 * PI**2 * n_spin) ** (1 / 3)


def gamma_of_x(x):
    return 5 / 6 * (4 / (3 * PI)) ** (2 / 3) * np.exp(2 * x / 3) * (2 - x) / x


def bracket(x):
    return 1 - np.exp(-x) * (1 + x / 2)


def ratio_of_x(x):
    return (2 * PI / 3 * (4 / (3 * PI)) ** (1 / 3)
            * np.exp(x / 3) * bracket(x) / x)


def x_of_gamma(gamma):
    return brentq(lambda x: gamma_of_x(x) - gamma, 1e-6, 2.0, xtol=1e-13)


def model_parameters(gamma, n_spin):
    x = x_of_gamma(gamma)
    a = (8 * PI * n_spin * math.exp(x)) ** (1 / 3)
    return x, a, x / a


def model_hole(s, a, b):
    near, far = a * np.abs(b - s), a * (b + s)
    return a / (16 * PI * b * s) * ((near + 1) * np.exp(-near)
                                    - (far + 1) * np.exp(-far))


def exact_hole(s, n_spin):
    z = fermi_k(n_spin) * s
    return 9 * n_spin * (spherical_jn(1, z) / z) ** 2


# ---------- model hole from its definition ----------
def averaged_hole(s, a, b):
    """Angular average of a^3 exp(-a r)/(8 pi) centred at distance b."""
    s = np.atleast_1d(np.asarray(s, dtype=float))[:, None]
    r = np.sqrt(np.maximum(b**2 + s**2 + 2 * b * s * NODES, 0.0))
    return (a**3 / (8 * PI) * np.exp(-a * r)) @ WEIGHTS / 2


def charge_and_potential(a, b):
    charge = potential = 0.0
    for low, high in ((0.0, b), (b, b + 45 / a)):
        s = low + (high - low) * (NODES + 1) / 2
        w = WEIGHTS * (high - low) / 2
        h = averaged_hole(s, a, b)
        charge += np.sum(w * 4 * PI * s**2 * h)
        potential -= np.sum(w * 4 * PI * s * h)
    return charge, potential


def numerical_curvature(hole, on_top, step):
    c1 = (hole(step) - on_top) / step**2
    c2 = (hole(step / 2) - on_top) / (step / 2) ** 2
    return (4 * c2 - c1) / 3


def fit_model_hole(gamma, n_spin):
    """Find a, b numerically from on-top value and curvature of the average."""
    k = fermi_k(n_spin)

    def mismatch(logs):
        a, b = np.exp(logs)
        on_top = averaged_hole(0.0, a, b)[0]
        q = numerical_curvature(lambda s: averaged_hole(s, a, b)[0],
                                on_top, 0.05 * b)
        return [on_top / n_spin - 1, q / (n_spin * k**2) + gamma / 5]

    a0 = (8 * PI * n_spin * math.e) ** (1 / 3)
    solution = root(mismatch, [math.log(a0), -math.log(a0)], tol=1e-11)
    assert max(abs(v) for v in mismatch(solution.x)) < 1e-8
    return np.exp(solution.x)


# ---------- input of the worked example ----------
density_A = 0.20                                 # electrons per cubic angstrom
n_total = density_A * BOHR**3
n_spin = n_total / 2
k = fermi_k(n_spin)

# Exact hole: density matrix by direct integration over occupied plane waves
for s in (0.7, 2.0, 5.0):
    dm = quad(lambda q: q * math.sin(q * s) / s, 0, k)[0] / (2 * PI**2)
    assert abs(dm**2 / n_spin - exact_hole(s, n_spin)) < 1e-10 * n_spin

# Its charge and potential; the averaged tail beyond z_max is added
z_max = 200.0
z = np.linspace(0, z_max, 400001)
j1_squared = spherical_jn(1, z) ** 2
over_z = np.zeros_like(z)
over_z[1:] = j1_squared[1:] / z[1:]
exact_charge = 6 / PI * (simpson(j1_squared, x=z) + 1 / (2 * z_max))
exact_U = -6 / PI * k * (simpson(over_z, x=z) + 1 / (4 * z_max**2))
dirac = -0.75 * (3 * n_total / PI) ** (1 / 3)
assert abs(exact_charge - 1) < 1e-4
assert abs(exact_U / 2 / dirac - 1) < 1e-5

# The exact curvature corresponds to gamma = 1
tau = quad(lambda q: q**4, 0, k)[0] / (2 * PI**2)
q_exact = numerical_curvature(lambda s: exact_hole(s, n_spin), n_spin, 0.1 / k)
assert abs(q_exact / (-tau / 3) - 1) < 1e-5
assert abs(tau / (0.6 * k**2 * n_spin) - 1) < 1e-10

# D vanishes for one orbital but not for two different ones
orbitals = (lambda r: math.exp(-r), lambda r: (1 - 0.5 * r) * math.exp(-r / 2))


def d_quantity(chosen, r, step=1e-4):
    def slope(f):
        return (f(r + step) - f(r - step)) / (2 * step)

    def density(t):
        return sum(f(t) ** 2 for f in chosen)
    return (sum(slope(f) ** 2 for f in chosen)
            - slope(density) ** 2 / (4 * density(r)))


assert abs(d_quantity(orbitals[:1], 0.9)) < 1e-7
assert d_quantity(orbitals, 0.9) > 1e-3

# Closed forms of the averaged hole and of its potential
for a, b in ((1.0, 0.6), (1.3, 1.2)):
    for s in (0.2, 0.9, 3.0):
        assert abs(averaged_hole(s, a, b)[0] / model_hole(s, a, b) - 1) < 1e-6
    charge, potential = charge_and_potential(a, b)
    assert abs(charge - 1) < 1e-5
    assert abs(potential / (-bracket(a * b) / b) - 1) < 1e-5

# Ratio from numerically fitted holes, at two densities, against R
for test_density in (n_spin, 30 * n_spin):
    for gamma in (0.5, 0.8, 1.0, 1.5):
        a, b = fit_model_hole(gamma, test_density)
        U = charge_and_potential(a, b)[1]
        U_exact = exact_U * (test_density / n_spin) ** (1 / 3)
        assert abs(U / U_exact - ratio_of_x(x_of_gamma(gamma))) < 3e-5

# Monotonicity: logarithmic derivatives and the positive power series
for x in (0.3, 1.0, 1.7):
    slope_R = mp.diff(lambda t: t / 3 - mp.log(t)
                      + mp.log(1 - mp.exp(-t) * (1 + t / 2)), x)
    numerator = (x - 3) * math.exp(x) + x**2 + 2 * x + 3
    series = x**2 / 2 + sum((m - 3) * x**m / math.factorial(m)
                            for m in range(4, 30))
    assert abs(slope_R * 3 * x * (math.exp(x) - 1 - x / 2) - numerator) < 1e-8
    assert abs(series - numerator) < 1e-11
    slope_g = (math.log(gamma_of_x(x + 1e-5))
               - math.log(gamma_of_x(x - 1e-5))) / 2e-5
    assert abs(slope_g - (2 / 3 - 2 / (x * (2 - x)))) < 1e-6
x_grid = np.linspace(0.01, 1.99, 400)
assert np.all(np.diff(gamma_of_x(x_grid)) < 0)
assert np.all(np.diff(ratio_of_x(x_grid)) > 0)
ratio_large_gamma = (4 * PI**2 / 81) ** (1 / 3)
assert abs(ratio_of_x(1e-4) - ratio_large_gamma) < 1e-4

# Main claim
x_star = brentq(lambda x: ratio_of_x(x) - 1, 0.1, 1.99, xtol=1e-13)
gamma_star = gamma_of_x(x_star)
assert abs(ratio_of_x(x_of_gamma(0.8)) - 1) < 0.002
assert ratio_of_x(x_of_gamma(1.0)) < 0.98
assert abs(gamma_star - 0.8) < 0.02


# Charge enclosed within a radius, and the potential obtained from it
def enclosed(hole, radius, kink=None):
    cuts = [0.0, radius]
    if kink is not None and kink < radius:
        cuts = [0.0, kink, radius]
    return sum(quad(lambda s: 4 * PI * s**2 * hole(s), lo, hi, limit=200)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))


fits = {g: model_parameters(g, n_spin) for g in (0.8, 1.0)}
for x, a, b in fits.values():
    s = np.linspace(0, 40 / a, 40001)
    shell = np.zeros_like(s)
    shell[1:] = 4 * PI * s[1:] ** 2 * model_hole(s[1:], a, b)
    inside = np.concatenate(([0.0], np.cumsum((shell[1:] + shell[:-1]) / 2)
                             * (s[1] - s[0])))
    integrand = np.zeros_like(s)
    integrand[1:] = inside[1:] / s[1:] ** 2
    from_charge = -(simpson(integrand, x=s) + inside[-1] / s[-1])
    assert abs(from_charge / (-bracket(x) / b) - 1) < 1e-4

radii_A = (0.5, 1.0, 1.5, 2.0, 3.0, 6.0)
charges = {}
for radius in radii_A:
    R = radius / BOHR
    row = [enclosed(lambda s: exact_hole(s, n_spin), R)]
    for g in (0.8, 1.0):
        _, a, b = fits[g]
        row.append(enclosed(lambda s: model_hole(s, a, b), R, b))
    charges[radius] = row
    assert row[1] > row[2]             # larger gamma moves charge outward
assert charges[1.5][0] > charges[1.5][1]   # exact hole fuller at mid range
assert charges[6.0][0] < charges[6.0][2]   # but with a slow tail

# ---------- printed numbers ----------
print(f"total density: {density_A:.2f} 1/angstrom^3")
print(f"density of one spin: {density_A / 2:.2f} 1/angstrom^3")
print(f"Fermi wavenumber k: {k / BOHR:.5f} 1/angstrom")
print(f"exact hole charge by quadrature: {exact_charge:.5f}")
print(f"exact hole potential by quadrature: {exact_U * HARTREE:.4f} eV")
print(f"Dirac energy per electron: {dirac * HARTREE:.4f} eV"
      f" = {dirac:.6f} hartree")
print(f"prefactor of gamma(x): {5 / 6 * (4 / (3 * PI))**(2 / 3):.6f}")
print(f"prefactor of R(x): {2 * PI / 3 * (4 / (3 * PI))**(1 / 3):.6f}")
for g, (x, a, b) in fits.items():
    U = -bracket(x) / b
    error = (U / 2 - dirac) * HARTREE
    print(f"gamma = {g:.1f}:")
    print(f"  curvature Q: {-g * k**2 * n_spin / 5 / BOHR**5:.6f}"
          " 1/angstrom^5")
    print(f"  x = a b: {x:.6f}")
    print(f"  a: {a / BOHR:.5f} 1/angstrom")
    print(f"  b: {b * BOHR:.5f} angstrom")
    print(f"  bracket 1-exp(-x)(1+x/2): {bracket(x):.6f}")
    print(f"  hole potential U: {U * HARTREE:.4f} eV")
    print(f"  BR energy per electron: {U / 2 * HARTREE:.4f} eV"
          f" = {U / 2:.6f} hartree")
    print(f"  BR minus Dirac, per electron: {error:+.5f} eV")
    print(f"  R: {ratio_of_x(x):.6f}, R-1: {100 * (ratio_of_x(x) - 1):+.4f} %")
print(f"R = 1 at gamma*: {gamma_star:.5f}, with x: {x_star:.6f}")
print("scan of gamma, x, R:")
print(f"  gamma -> 0: x = 2, R = {ratio_of_x(2.0):.5f}")
for g in (0.4, 0.6, 0.7, 0.8, 0.9, 1.0, 1.2, 2.0):
    x = x_of_gamma(g)
    print(f"  {g:.1f}  {x:.5f}  {ratio_of_x(x):.5f}")
print(f"  gamma -> infinity: x = 0, R = {ratio_large_gamma:.5f}")
print("enclosed hole charge: radius (angstrom), exact, gamma 0.8, gamma 1")
for radius, row in charges.items():
    print(f"  {radius:.1f}  {row[0]:.4f}  {row[1]:.4f}  {row[2]:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
total density: 0.20 1/angstrom^3
density of one spin: 0.10 1/angstrom^3
Fermi wavenumber k: 1.80919 1/angstrom
exact hole charge by quadrature: 0.99999
exact hole potential by quadrature: -12.4388 eV
Dirac energy per electron: -6.2194 eV = -0.228558 hartree
prefactor of gamma(x): 0.470628
prefactor of R(x): 1.573940
gamma = 0.8:
  curvature Q: -0.052371 1/angstrom^5
  x = a b: 1.101565
  a: 1.96282 1/angstrom
  b: 0.56121 angstrom
  bracket 1-exp(-x)(1+x/2): 0.484597
  hole potential U: -12.4338 eV
  BR energy per electron: -6.2169 eV = -0.228467 hartree
  BR minus Dirac, per electron: +0.00249 eV
  R: 0.999600, R-1: -0.0400 %
gamma = 1.0:
  curvature Q: -0.065463 1/angstrom^5
  x = a b: 0.934873
  a: 1.85674 1/angstrom
  b: 0.50350 angstrom
  bracket 1-exp(-x)(1+x/2): 0.423832
  hole potential U: -12.1211 eV
  BR energy per electron: -6.0606 eV = -0.222722 hartree
  BR minus Dirac, per electron: +0.15881 eV
  R: 0.974465, R-1: -2.5535 %
R = 1 at gamma*: 0.79704, with x: 1.104302
scan of gamma, x, R:
  gamma -> 0: x = 2, R = 1.11792
  0.4  1.53109  1.05853
  0.6  1.30311  1.02810
  0.7  1.19825  1.01350
  0.8  1.10157  0.99960
  0.9  1.01375  0.98656
  1.0  0.93487  0.97446
  1.2  0.80197  0.95315
  2.0  0.49261  0.89791
  gamma -> infinity: x = 0, R = 0.78697
enclosed hole charge: radius (angstrom), exact, gamma 0.8, gamma 1
  0.5  0.0475  0.0478  0.0468
  1.0  0.2835  0.2605  0.2466
  1.5  0.5955  0.5179  0.4921
  2.0  0.7655  0.7194  0.6920
  3.0  0.8054  0.9228  0.9070
  6.0  0.9126  0.9993  0.9988
ALL CHECKS PASSED
```
